# Inverse capacitance and the dead layer of a nanocapacitor

In Hartree atomic units, with the Gaussian convention $D=E+4\pi P$, a capacitance is a length, so the capacitance $C$ of a plate of area $A$ defines another length,

$$\ell=\frac{A}{4\pi C}.$$

For a vacuum gap between ideal plates, $\ell$ is the width of the gap. For an insulating film of thickness $L$ between two metals, translation symmetry fixes how $\ell$ depends on $L$. Deep inside a thick film every lattice cell, of length $c$ along the normal, responds alike. At fixed plate charge, an extra cell inserted there adds the same voltage each time and leaves the distant interfaces undisturbed. Hence $\ell(L+c)-\ell(L)$ does not depend on $L$, and

$$\ell(L)=\frac{L}{\varepsilon}+\lambda .$$

The slope is a pure number, the inverse bulk permittivity. The intercept $\lambda$ is a length that belongs to the interfaces. The argument does not say where the voltage described by $\lambda$ is dropped; the local field does.

Let $z$ be the coordinate normal to the film, with nominal faces at $z=0$ and $z=L$ and thick electrodes outside. A small bias $V$ moves a charge $\sigma$ per unit area from the right electrode to the left one. All fields below are changes from the state before this bias, so a built-in field or a permanent polarization drops out. That state is assumed stable, the response linear, and the film free of mobile or trapped charge. The fields are averaged over planes parallel to the film.

Deep in each metal the field vanishes. Gauss's law, $dD/dz=4\pi\rho_{\rm free}$, integrated from the left metal into the film, gives

$$D=4\pi\sigma\qquad(0<z<L).$$

The local inverse permittivity is defined everywhere, metals included, by

$$\kappa(z)=\frac{dE(z)}{d(4\pi\sigma)} .$$

In the film this is $dE/dD$. In the metals it is the field relative to its unscreened value $4\pi\sigma$, and it falls to zero with depth. The bias is the difference of the electrons' electrochemical potential per unit charge. Deep in each neutral metal this differs from the electrostatic potential by a constant of the material, so a change of bias equals the change of the electrostatic potential difference, $V=\int E\,dz$. Differentiation with respect to $\sigma$ gives

$$\frac{A}{C}=\frac{dV}{d\sigma}=\int_{-\infty}^{\infty}\frac{dE}{d\sigma}\,dz
=4\pi\int_{-\infty}^{\infty}\kappa(z)\,dz,
\qquad
\ell=\int_{-\infty}^{\infty}\kappa(z)\,dz .$$

In a crystal, $\kappa$ oscillates with the lattice. It is smoothed by a running average over one cell,

$$\bar\kappa(z)=\frac1c\int_{-c/2}^{c/2}\kappa(z+u)\,du .$$

Integrating over all $z$ first, for each fixed $u$, shows that $\int\bar\kappa\,dz=\int\kappa\,dz$: a shift does not change an integral over the whole line. In the periodic interior the average is constant, and its value is $1/\varepsilon$. From here on $\kappa$ means the averaged profile whenever the lattice is resolved.

Now compare this profile with a step that equals $1/\varepsilon$ between the nominal faces and zero outside. Cutting the integral at the middle of the film, define

$$\lambda_1=\int_{-\infty}^{0}\kappa\,dz+\int_0^{L/2}\left(\kappa-\frac1\varepsilon\right)dz,$$

$$\lambda_2=\int_{L/2}^{L}\left(\kappa-\frac1\varepsilon\right)dz+\int_L^\infty\kappa\,dz .$$

The subtracted terms add up to $L/\varepsilon$, so

$$\ell=\frac{L}{\varepsilon}+\lambda_1+\lambda_2,
\qquad
\frac{A}{C}=4\pi\left(\frac L\varepsilon+\lambda_1+\lambda_2\right).$$

This much is an identity at any $L$. It becomes a linear law when $\lambda_1$ and $\lambda_2$ stop depending on $L$, which requires the interface disturbances to die out before the middle of the film. The thickness must also change by whole cells, with the same terminations and the same bulk state.

The integral $\lambda_i$ defines the dead layer of interface $i$ by its strength: the width of a vacuum gap that would add the same voltage at the same charge. It is not yet the thickness of a region, and its sign is not fixed by the definition: an interface that polarizes more easily than the bulk can have $\lambda_i<0$ and raise the capacitance. It also depends on where the faces are drawn. If the same film is assigned the thickness $L+b$, then

$$\ell=\frac{L+b}{\varepsilon}+\left(\lambda-\frac b\varepsilon\right),\qquad \lambda=\lambda_1+\lambda_2,$$

so the intercept changes by $-b/\varepsilon$. For $\varepsilon=300$ and $b=2$ bohr this is $-0.0067$ bohr. A large permittivity makes the intercept insensitive to the choice of faces.

To obtain a profile in closed form, take a continuum film whose polarization costs energy both by its size and by its gradient. At a given field, the equilibrium polarization makes the following functional stationary:

$$F=\int_0^L\left(\frac\alpha2P^2+\frac g2P'^2-EP\right)dz
+\frac{g}{2\delta_1}P(0)^2+\frac{g}{2\delta_2}P(L)^2 .$$

The positive lengths $\delta_i$ describe how strongly the faces resist polarization; taking them positive is an assumption of the model. Here $P$ is the whole polarization, so a region where it is suppressed has permittivity 1. Varying $P$ and integrating the gradient term by parts gives

$$\delta F=\int_0^L(\alpha P-gP''-E)\,\delta P\,dz
+g\left[\frac{P(0)}{\delta_1}-P'(0)\right]\delta P(0)
+g\left[\frac{P(L)}{\delta_2}+P'(L)\right]\delta P(L).$$

Since $\delta P$ is free inside and at both faces,

$$E=\alpha P-gP'',\qquad P'(0)=\frac{P(0)}{\delta_1},\qquad P'(L)=-\frac{P(L)}{\delta_2}.$$

In a uniform bulk $P=E/\alpha$, hence $\varepsilon=1+4\pi/\alpha$. Equivalently,

$$\alpha=\frac{4\pi}{\varepsilon-1},\qquad
\frac1\varepsilon=\frac{\alpha}{\alpha+4\pi},\qquad
1-\frac1\varepsilon=\frac{4\pi}{\alpha+4\pi}.$$

Inserting $E=D-4\pi P$ into the equation for $P$ gives $(\alpha+4\pi)P-gP''=D$. Write $P=p\,D/(\alpha+4\pi)$, so that $p=1$ in the bulk, and set $\xi^2=g/(\alpha+4\pi)$. Then

$$p-\xi^2p''=1,\qquad
p=1-b_1e^{-z/\xi}-b_2e^{-(L-z)/\xi}.$$

The length $\xi$ contains $\alpha+4\pi$ rather than $\alpha$, because a polarization varying along $z$ creates its own electric field. The disturbance therefore stays short-ranged even when $\alpha$ is small and $\varepsilon$ is large.

Let $q=e^{-L/\xi}$. The condition at $z=0$ reads

$$\frac{b_1-qb_2}{\xi}=\frac{1-b_1-qb_2}{\delta_1}.$$

Multiplying by $\xi\delta_1$ and collecting $b_1$ gives

$$b_1(\xi+\delta_1)=\xi+qb_2(\delta_1-\xi).$$

With $a_i=\xi/(\xi+\delta_i)$, one has $(\delta_i-\xi)/(\delta_i+\xi)=1-2a_i$. The right face gives the same equation with the labels exchanged, so

$$b_1=a_1+(1-2a_1)qb_2,\qquad b_2=a_2+(1-2a_2)qb_1 .$$

The profile in the film follows from $\kappa=E/D=1-4\pi P/D=1-(1-1/\varepsilon)p$:

$$\kappa(z)=\frac1\varepsilon+\left(1-\frac1\varepsilon\right)
\left[b_1e^{-z/\xi}+b_2e^{-(L-z)/\xi}\right].$$

For the metals, use linear Thomas–Fermi screening with lengths $s_i$. If $\phi_\infty$ is the potential deep inside, a region at higher potential attracts electrons, so $\rho=-(\phi-\phi_\infty)/(4\pi s_i^2)$. Poisson's equation $\phi''=-4\pi\rho$ becomes $\phi''=(\phi-\phi_\infty)/s_i^2$. One more derivative gives $E''=E/s_i^2$. The field vanishes deep inside and, by Gauss's law, equals $4\pi\sigma$ at the metal surface. At depth $d$ therefore

$$\kappa=e^{-d/s_i},\qquad \int_0^\infty e^{-d/s_i}\,dd=s_i .$$

When $q$ is negligible, $b_i=a_i$, and each exponential in the film integrates to $\xi$. The interface strengths are then

$$\lambda_i=s_i+\left(1-\frac1\varepsilon\right)\frac{\xi^2}{\xi+\delta_i}.$$

The first term is the voltage lost inside the metal; the second comes from polarization suppressed near the face. If $\delta_i\to\infty$, the film polarizes fully up to its face and $s_i$ alone remains. If $\delta_i\to0$, the polarization is pinned to zero at the face and the film term reaches $(1-1/\varepsilon)\xi$. At fixed $\xi$ and $\delta_i$, a large $\varepsilon$ does not remove the dead layer. In a real high-permittivity insulator an electronic background permittivity $\varepsilon_b$ survives where the lattice polarization is suppressed. With $D=\varepsilon_bE+4\pi P$ the same steps give $\xi^2=g/(\alpha+4\pi/\varepsilon_b)$ and replace the factor $1-1/\varepsilon$ by $1/\varepsilon_b-1/\varepsilon$, so the film term is then much smaller. The formulas below keep $\varepsilon_b=1$.

The approach to the linear law follows from keeping $q$. Each exponential now integrates to $\xi(1-q)$, so the film's excess over $L/\varepsilon$ is $(1-1/\varepsilon)\xi(1-q)(b_1+b_2)$. To first order,

$$b_1+b_2=a_1+a_2+q(a_1+a_2-4a_1a_2),$$

$$(1-q)(b_1+b_2)=a_1+a_2-4a_1a_2q+O(q^2).$$

The correction to $\ell$ is therefore

$$\Delta\ell=-4\left(1-\frac1\varepsilon\right)\xi a_1a_2e^{-L/\xi}.$$

Equal faces, $a_1=a_2=a$, allow a closed result at any thickness. Then $b=a+(1-2a)qb$, and

$$\ell=s_1+s_2+\frac L\varepsilon+
2\left(1-\frac1\varepsilon\right)\xi\,
\frac{a(1-q)}{1-(1-2a)q}.$$

For $L\ll a\xi$, $1-q\simeq L/\xi$ and the denominator tends to $2a$. The last term becomes $(1-1/\varepsilon)L$, and $\ell\simeq s_1+s_2+L$. Such a film hardly polarizes and acts as a vacuum gap (with a background permittivity, $L$ would be replaced by $L/\varepsilon_b$). This is a limit of the continuum equations; a real film of that thickness may have no bulk-like cell to which they could apply.

For the worked example take $\varepsilon=300$, $\xi=2$ bohr, $s_1=0.5$ and $s_2=0.8$ bohr, $\delta_1=6$ and $\delta_2=8$ bohr. These are round model parameters and represent no particular material; the screening lengths are shorter than the free-electron values of simple metals, about $0.9$ to $1.3$ bohr for $r_s=2$ to $4$. They give $a_1=2/8=0.25$ and $a_2=2/10=0.20$, and

$$\lambda_1=0.5+\frac{299}{300}(2)(0.25)=0.998\ \text{bohr},$$

$$\lambda_2=0.8+\frac{299}{300}(2)(0.20)=1.199\ \text{bohr}.$$

The total is $\lambda=2.197$ bohr, or $1.163$ Å. Of this, $1.3$ bohr comes from the metals and about $0.9$ bohr from the film. This split belongs to the model: with $\varepsilon_b=5$ and the same $\varepsilon$, $\xi$ and $\delta_i$ the film part would be $(1/5-1/300)(2)(0.45)=0.18$ bohr.

These formulas were tested by solving the discretized Poisson, screening and polarization equations at fixed bias, with the capacitance taken from the transferred charge. Films of 60, 100, 200 and 400 bohr give a straight line with inverse slope $300.0$ and intercept $2.1967$ bohr. The intercept differs from the formula by about $0.01$ percent of the latter; this is a grid effect, since a spacing $h=0.025$ bohr lowers each screening length by $h^2/(8s_i)$, together $0.00025$ bohr. The profile of the 100-bohr film alone gives $0.998$ and $1.199$ bohr for the two interfaces, and its sum reproduces the intercept found from all four thicknesses. The stored energy also agrees with $\sigma V/2$, as linear response requires.

At $L=100$ bohr the bulk term is $100/300=0.333$ bohr, so

$$\ell=0.333+2.197=2.530\ \text{bohr},\qquad
\frac CA=\frac1{4\pi(2.530)}=0.03145\ \text{a.u.},$$

or $6.61\ \mu\text{F/cm}^2$. The bulk term carries 13 percent of the voltage, and the two interface terms carry 39 and 47 percent. Without the interface terms the capacitance would be larger by the factor $2.530/0.333\simeq7.6$.

The same loss can be expressed by an effective permittivity of the whole capacitor,

$$\varepsilon_{\rm eff}=\frac L\ell=\frac{\varepsilon}{1+\varepsilon\lambda/L}.$$

It is $39.5$ at 100 bohr and $113$ at 400 bohr. It reaches half the bulk value when $L=\varepsilon\lambda=659$ bohr, or $34.9$ nm; the solution at that thickness gives $150.0$. An interface length of about one ångström thus matters in a film of tens of nanometres, because it is multiplied by 300. For $L\gg\varepsilon\lambda$ the capacitance falls as $1/L$. In the range $\xi\ll L\ll\varepsilon\lambda$ it is nearly independent of thickness, with $C/A\simeq1/(4\pi\lambda)$. A small $\varepsilon_{\rm eff}$ there does not mean that the middle of the film has lost its permittivity: in the 100-bohr film $\kappa$ at the centre is $0.003333$, the bulk value.

The profile also shows where the film is disturbed. Just inside the first face the formula gives $\kappa=1/300+(299/300)(0.25)=0.2525$, a local permittivity near 4. One possible boundary of the disturbed region is the distance $w_i$ at which $\kappa$ has fallen to $2/\varepsilon$, twice its bulk value. There the excess equals $1/\varepsilon$:

$$\left(1-\frac1\varepsilon\right)a_ie^{-w_i/\xi}=\frac1\varepsilon,
\qquad w_i=\xi\ln[a_i(\varepsilon-1)] .$$

The solved profile gives $8.6$ and $8.2$ bohr, in agreement with this expression to within the tested two grid spacings. These widths are several times the strengths $\lambda_i$. They depend on the chosen threshold and grow logarithmically with $\varepsilon$, whereas $\lambda_i$ tends to a constant.

A further thickness appears when all interface effects are replaced by a uniform slab of thickness $t$ and permittivity $\varepsilon_d$ inside a film of unchanged total thickness, between ideal metals. The voltages in series give

$$\ell=\frac{L-t}{\varepsilon}+\frac t{\varepsilon_d}
=\frac L\varepsilon+t\left(\frac1{\varepsilon_d}-\frac1\varepsilon\right),$$

and comparison with the linear law requires

$$t\left(\frac1{\varepsilon_d}-\frac1\varepsilon\right)=\lambda .$$

This is one equation for two unknowns. With $t=4$ bohr, $1/\varepsilon_d=1/300+2.197/4$ gives $\varepsilon_d=1.81$; with $t=10$ bohr the result is $4.48$. Both slabs were solved at $L=100$ and $200$ bohr, and both reproduce the linear law. Capacitance data of this kind therefore cannot determine a dead-layer thickness unless $\varepsilon_d$ is known separately. Nor can they show that the layer lies in the insulator: here more than half of $\lambda$ belongs to the metals.

Two further calculations show limits of the linear law. In very thin films the interfaces overlap. At $L=8$ bohr the first correction is

$$\Delta\ell=-4\left(\frac{299}{300}\right)(2)(0.25)(0.20)e^{-4}=-0.00730\ \text{bohr},$$

while the solution deviates from the line by $-0.00738$ bohr. The difference is about 1 percent of the first correction, comparable with $q=e^{-4}\simeq0.018$, the relative order of the next term. At 12 bohr the solved deviation is $-0.00099$ bohr, again as predicted.

The other limit concerns whole cells. Let the stiffness vary as $\alpha[1+0.9\sin(2\pi z/c)]$ with $c=8$ bohr. A separate calculation for one periodic cell gives a bulk permittivity of $300.1$. In the middle of the film the unaveraged $\kappa$ ranges from $0.0025$ to $0.0042$, while its cell average is flat at $0.00333$. Adding two whole cells changes $\ell$ by $2c/\varepsilon$ to numerical precision. Adding half a cell changes it by $0.0056$ bohr more than $c/(2\varepsilon)=0.0133$ bohr, since half a cell is not a representative piece of bulk and also alters the termination.

The derivation also fails if the bulk state changes with thickness, for instance through strain relaxation, because $\varepsilon$ then depends on $L$. The data may still look straight: if $1/\varepsilon$ is shifted by $k/L$, with $k$ a constant length, the bulk term $L/\varepsilon$ gains the constant $k$, which appears in the intercept although it comes from the bulk. Leakage, trapped charge and a bias beyond the linear range violate the assumptions made at the start.

A ferroelectric held in its unpolarized state below a continuous transition is a separate case, outside the numerical tests. There $\alpha$ is negative, but the derivation of the profile still holds if $\alpha+4\pi>0$. In that whole range the bulk $\varepsilon=1+4\pi/\alpha$ is negative, it is large in size when $|\alpha|$ is small, and for $L\gg\xi$ $\ell=\lambda-L/|\varepsilon|$. At fixed bias the energy per area as a function of charge is $2\pi\ell\sigma^2-V\sigma$, which has a minimum when $\ell>0$. Against uniform polarization the state is thus stable for

$$L<|\varepsilon|\lambda .$$

The interface term that lowers the capacitance of an ordinary dielectric here stabilizes the unpolarized film. This estimate assumes that $L\gg\xi$ and that the polarization is uniform in the plane; domains can form at a considerably smaller thickness, above all when the in-plane permittivity is large, so $|\varepsilon|\lambda$ is only an upper bound on the stable thickness. The remaining values for the example with $\varepsilon=300$ are in the numerical output.

## Numbers as computed

```
Input bulk permittivity: 300 (dimensionless)
Input correlation length xi: 2.0 bohr
Input Thomas-Fermi lengths: 0.5, 0.8 bohr
Input extrapolation lengths: 6.0, 8.0 bohr
Bias: 0.010 hartree/e; grid spacing: 0.025 bohr
Stiffness alpha: 0.042028 (dimensionless)
Gradient coefficient g: 50.4336 bohr^2
Interface amplitudes a1, a2: 0.2500, 0.2000 (dimensionless)
L = 60 bohr: A/(4 pi C) = 2.39674 bohr, eps_eff = 25.03
  C/A = 0.033202 a.u. = 6.981 microF/cm^2
L = 100 bohr: A/(4 pi C) = 2.53008 bohr, eps_eff = 39.52
  C/A = 0.031453 a.u. = 6.613 microF/cm^2
L = 200 bohr: A/(4 pi C) = 2.86341 bohr, eps_eff = 69.85
  C/A = 0.027791 a.u. = 5.843 microF/cm^2
L = 400 bohr: A/(4 pi C) = 3.53008 bohr, eps_eff = 113.31
  C/A = 0.022543 a.u. = 4.740 microF/cm^2
Fitted slope: 0.00333333; its inverse: 300.0000 (dimensionless)
Fitted intercept: 2.19674 bohr
Largest residual of linear fit: 8.7e-13 bohr
Interface 1: lambda from profile 0.99817, formula 0.99833 bohr
Interface 2: lambda from profile 1.19857, formula 1.19867 bohr
Total lambda, formula: 2.19700 bohr = 1.1626 angstrom
Equivalent bulk thickness eps*lambda: 659.10 bohr = 34.88 nm
Solved eps_eff at L = 659.100 bohr: 150.009
Charge at L = 100 bohr: 3.145261e-04 e/bohr^2
Stored energy at L = 100 bohr: 1.572630e-06 hartree/bohr^2
Voltage shares, L = 100 bohr (interface 1, bulk term, interface 2): 39.45, 13.17, 47.37 percent
Kappa at first film point, interface 1: 0.2509
Kappa at last film point, interface 2: 0.2014
Kappa at film center: 0.003333
Largest profile error against formula: 3.0e-04
Widths where kappa > 2/eps: 8.61, 8.16 bohr
Thin film L = 8 bohr: deviation -0.007380, formula -0.007302 bohr
Thin film L = 12 bohr: deviation -0.000990, formula -0.000988 bohr
Intercept after 2 bohr face shift: 2.19008 bohr
Equivalent slab: t = 4 bohr, eps_d = 1.8099
Equivalent slab: t = 10 bohr, eps_d = 4.4842
Largest slab error in A/(4 pi C): 1.6e-06 bohr
Modulated cell: length 8 bohr, bulk eps 300.116
Modulated mid-film kappa range: 0.002470 to 0.004194
Cell-averaged mid-film kappa: 0.003332
Deviation after two whole cells: -7.1e-13 bohr
Deviation after half a cell: 0.005563 bohr
```
